# Why neighbour-hopping fermions in one dimension have no world-line sign

**Question.** A path-integral simulation of fermions sums over world lines in imaginary time, and an odd permutation of identical fermions contributes with a minus sign. Positive and negative contributions then cancel, and the statistical noise can bury the result. What happens to these signs when the particles live on a line and hop only between neighbouring sites, and what changes when the line is closed into a ring?

**Answer.** Particles on a line can change places only by passing one another. A hop to a neighbouring site passes nobody, and the Pauli principle forbids stepping onto an occupied site. On a line with open ends the order of the particles is therefore frozen. On a ring there is one way left to permute them: all can shift round together. To see what sign this produces, we need the weight of a world-line history.

### The model and its histories

Take $N\ge 1$ spinless fermions on sites $1,\dots,L$, with $L\ge 3$ and $N$ fixed (the canonical ensemble). Write $H=K+D$, where $D$ is any real function of the site occupations, such as a site potential or a density interaction, and

$$K=-t\sum_{j=1}^{L-1}\left(c_{j+1}^\dagger c_j+\text{h.c.}\right)-t\left(e^{i\phi}c_1^\dagger c_L+\text{h.c.}\right),\qquad t>0 .$$

The last bracket is the closing bond of the ring and is absent for open ends. Read as an ordinary hop from $L$ to $L+1$, it means $c_{L+1}^\dagger=e^{i\phi}c_1^\dagger$. Thus $\phi=0$ is the periodic and $\phi=\pi$ the antiperiodic boundary condition.

To expand in hops, define $U(\beta)=e^{\beta D}e^{-\beta H}$, with $\beta$ the inverse temperature. Differentiation gives

$$\frac{dU}{d\beta}=e^{\beta D}(D-H)e^{-\beta H}=-\left(e^{\beta D}Ke^{-\beta D}\right)U(\beta),\qquad U(0)=1 .$$

Integrating and iterating this equation, then multiplying by $e^{-\beta D}$ from the left, gives

$$e^{-\beta H}=\sum_{m=0}^{\infty}\int_{0<\tau_1<\dots<\tau_m<\beta}d\tau_1\cdots d\tau_m\;e^{-(\beta-\tau_m)D}(-K)\cdots(-K)e^{-\tau_1D}.$$

Insert occupation states between the factors and take the trace. Each term is a history $x^{(0)}\to x^{(1)}\to\dots\to x^{(m)}=x^{(0)}$ with weight density

$$\prod_{k=1}^{m}\langle x^{(k)}|(-K)|x^{(k-1)}\rangle\;\exp\left[-\int_0^\beta D(x(\tau))\,d\tau\right].$$

The exponential is positive because $D$ is real and diagonal. Any sign or phase must come from the hops.

### The sign of one hop

Fix the basis by ordering the creators by site:

$$|x\rangle=c_{x_1}^\dagger c_{x_2}^\dagger\cdots c_{x_N}^\dagger|0\rangle,\qquad x_1<x_2<\dots<x_N .$$

Let $c_b^\dagger c_a$ act on a state in which $a$ is the $p$-th occupied site and $b$ is empty. Moving $c_a$ to its partner $c_a^\dagger$ passes $p-1$ creators and gives $(-1)^{p-1}$. The pair is then removed. The new creator $c_b^\dagger$ stands at the far left and must move past the $q$ remaining creators whose sites lie below $b$, which gives $(-1)^q$. The total sign is $(-1)^{p-1+q}$.

For an interior hop from $j$ to $j+1$, no site lies between the two, so $q=p-1$ and the sign is $+1$. For the closing hop from $L$ to $1$, the particle was last and becomes first: $p=N$, $q=0$, and the sign is $(-1)^{N-1}$. Reverse hops have the complex-conjugate elements. Hence $-K$ contributes

$$t\quad\text{(interior hop)},\qquad t\,e^{\pm i\phi}(-1)^{N-1}\quad\text{(closing hop, forward or backward)}.$$

With open ends only the first kind occurs, so every history has a non-negative weight. This holds for any $D$, interactions included. The sign of $t$ does not matter there either: a closed history has as many hops to the right as to the left, so the number of factors $t$ is even.

### Where the exchange term goes

One may object that a fermion propagator is a determinant, and a determinant contains exchange terms with minus signs. For free particles on the open chain, let $h$ be the one-particle Hamiltonian matrix and $p(y,x)=(e^{-\beta h})_{yx}$. From $[H,c_x^\dagger]=\sum_y h_{yx}c_y^\dagger$ it follows that $e^{-\beta H}c_x^\dagger e^{\beta H}=\sum_y p(y,x)c_y^\dagger$. Applied to each creator in $|x\rangle$, this gives for two particles

$$\langle y_1y_2|e^{-\beta H}|x_1x_2\rangle=p(y_1,x_1)p(y_2,x_2)-p(y_2,x_1)p(y_1,x_2).$$

The minus sign is the anticommutation of $c_{y_2}^\dagger c_{y_1}^\dagger$ into order. The first product sums over two independent paths and knows nothing of Pauli exclusion, so it includes paths that meet on a site. In the second product the particles end in reversed order. Since they move one neighbour step at a time, and simultaneous hops have zero measure in continuous time, they must have met.

Now take any pair of paths that meet, and exchange the two continuations after the first meeting. The weight is unchanged, because the same path segments are used, but a direct pair becomes an exchanged pair. Repeating the operation restores the original. The colliding part of the direct term is thus matched one to one with the whole exchange term, and the two cancel. What remains is the weight of paths that never meet, which is positive. For $N$ free particles the same argument works: the first collision is caused by one hop, so it identifies one pair whose continuations are to be exchanged.

Two free particles on an open six-site chain, starting and ending on sites 3 and 4 with $\beta t=1.5$, show the size of this cancellation. The direct term is $23.6030$ and the exchange term $15.5585$, so

$$23.6030-15.5585=8.0445 .$$

An independent propagation of particles that are forbidden to meet gives the same $8.0445$. The exchange term is large, but its whole effect is to remove collisions. A world-line method that never generates double occupation has already taken it into account.

### The ring: one crossing is a cyclic permutation

On the ring, let $n_+$ and $n_-$ be the numbers of forward and backward crossings of the closing bond, all particles together, and let

$$W=n_+-n_- .$$

The closing hops of a history contribute the phase

$$\left[e^{i\phi}(-1)^{N-1}\right]^{n_+}\left[e^{-i\phi}(-1)^{N-1}\right]^{n_-}=e^{i\phi W}(-1)^{(N-1)(n_++n_-)} .$$

Since $n_++n_-=W+2n_-$ has the parity of $W$, the total phase is

$$e^{i\phi W}(-1)^{(N-1)W}.$$

In terms of labels, a forward crossing makes the last particle the first. This is a cyclic permutation of $N$ labels, equal to $N-1$ transpositions, and $W$ net crossings repeat it $W$ times. For odd $N$ every such permutation is even. For even $N$ it is odd whenever $W$ is odd.

The integer $W$ is the winding of the whole system. In a closed history every site returns to its initial occupation, so the net flow through every bond is the same, namely $W$. Adding the flows over all $L$ bonds gives the total displacement $LW$. For two particles, $W=1$ means that each has moved into the other's starting place, and neither needs to have gone round by itself. For $W=N$ the cyclic shift is the identity, and indeed $(-1)^{(N-1)N}=+1$.

A direct count illustrates this. On a periodic four-site ring with two particles, take each of the six starting occupations once, label the particles and follow them. The closed histories of eight hops divide as follows:

| $W$ | permutation sign | histories |
|---|---|---|
| $0$ | $+1$ | 4480 |
| $\pm1$ | $-1$ | 1792 each |
| $\pm2$ | $+1$ | 64 each |

The signed sum is $4480-2\times1792+2\times64=1024$. This equals the trace of the eighth power of the hop matrix built from the fermion operators.

### The partition function and the choice of boundary condition

Collect all histories of winding $W$, with every hop counted as $+t$, into a number $B_W\ge0$. These are the weights of hard-core particles without exchange signs, and they do not depend on $\phi$. Then

$$Z_N(\phi)=\sum_{W=-\infty}^{\infty}B_W\,e^{iW\theta},\qquad \theta=\phi+\pi(N-1).$$

Running a history backwards changes $W$ to $-W$ and leaves its positive weight unchanged, so $B_{-W}=B_W$ and $Z_N$ is real.

The phase disappears from every history if $\theta$ is a multiple of $2\pi$:

- for odd $N$, take the periodic condition, $\phi=0$;
- for even $N$, take the antiperiodic condition, $\phi=\pi$.

This choice changes the physical system. It does not rewrite the periodic partition function of an even number of fermions as a positive sum over the same histories. Nor can one fixed boundary condition serve both parities of $N$, so a grand-canonical sum at fixed $\phi$ retains signs or phases in at least one of the two parity sectors whenever windings $W=\pm1$ occur there: in one sector for $\phi=0$ or $\pi$, and in both for any other $\phi$. (A completely filled ring, $N=L$, has no hops and no sign.)

The formula also has a thermodynamic consequence. Because $B_W\ge0$,

$$Z_N(\phi)\le\sum_W B_W=Z_N(\phi_*),\qquad \phi_*=\pi(N-1).$$

The sign-free boundary condition therefore has the lowest free energy $-\beta^{-1}\ln Z_N$. Letting $\beta\to\infty$, it also has a ground-state energy no higher than that of any other $\phi$.

If $t$ is negative, every hop brings another minus sign. The number of hops has the parity of the total displacement $LW$, so the extra factor is $(-1)^{LW}$. It matters on rings with odd $L$, where $\phi_*$ shifts by $\pi$.

### The number for a triangle

If one insists on periodic boundaries with even $N$, one can sample histories with their absolute weights and carry the sign $s=(-1)^W$ along. Its average is

$$\langle s\rangle=\frac{\sum_W(-1)^WB_W}{\sum_WB_W}=\frac{Z_N(0)}{Z_N(\pi)} .$$

Averages in the original ensemble are ratios with $\langle s\rangle$ in the denominator. From $M$ independent samples, $\langle s\rangle$ has the standard error $\sqrt{(1-\langle s\rangle^2)/M}$, because $s^2=1$. A small average sign thus means a large relative error.

The smallest case can be done by hand: $L=3$, $N=2$, $D=0$. There is one hole, which moves backwards when a particle moves forwards. Winding $W$ means that the hole is displaced by $-3W$. A hole path with $r$ steps one way and $l$ steps the other has $(r+l)!/(r!\,l!)$ possible orders, and the ordered time integral is $\beta^{r+l}/(r+l)!$. With three possible starting sites,

$$B_W=3\sum_{r-l=3|W|}\frac{(\beta t)^{r+l}}{r!\,l!}=3\,I_{3|W|}(2\beta t),$$

where the sum is the power series of the modified Bessel function $I_n$. At $\beta t=1$ this gives

$$B_0=6.8388,\qquad B_{\pm1}=0.6382,\qquad B_{\pm2}=0.0048 .$$

The two partition functions are, to this accuracy,

$$Z(\pi)=6.8388+2(0.6382)+2(0.0048)=8.1248,$$
$$Z(0)=6.8388-2(0.6382)+2(0.0048)=5.5720 .$$

The energy levels provide a check. One-particle levels are $-2t\cos k$. The periodic momenta $k=0,\pm2\pi/3$ give $-2t,t,t$, so two fermions have energies $-t,-t,2t$. The antiperiodic momenta $k=\pm\pi/3,\pi$ give $-t,-t,2t$, so two fermions have energies $-2t,t,t$. Hence

$$\langle s\rangle=\frac{2e^{\beta t}+e^{-2\beta t}}{e^{2\beta t}+2e^{-\beta t}}=\frac{5.5719}{8.1248}=0.6858 .$$

The last digit of $Z(0)$ differs from the sum above through rounding and omitted windings.

### An interacting ring

Now take $L=6$ with a repulsion $V=t$ between particles on neighbouring sites, at $\beta t=3$. For $N=2$, propagating hard-core particles with a counter on the closing bond gives $B_0=16486.5$, $B_{\pm1}=2753.06$ and $B_{\pm2}=21.93$. Their alternating sum is

$$16486.5-2(2753.06)+2(21.93)=11024.2 .$$

Diagonalizing the periodic fermion Hamiltonian also gives $11024.2$. The antiperiodic partition function is $22036.6$, so the periodic average sign is $11024.2/22036.6=0.500$.

For $N=3$ the roles are reversed. The periodic ring has average sign $1$, while the antiperiodic one has $6870.5/16587.7=0.414$. The ground-state energies follow the inequality:

| $N$ | periodic | antiperiodic |
|---|---|---|
| 2 | $-2.868\,t$ | $-3.328\,t$ |
| 3 | $-3.236\,t$ | $-2.713\,t$ |

For both particle numbers the numerical check also tests 24 values of $\phi$; the largest $Z$ and the lowest ground-state energy occur at $\phi_*$.

### How severe is the remaining sign?

For free fermions with even $N<L$, the low-temperature answer follows from the filled levels. Put $a=\pi/L$. Allowed momenta are spaced by $2a$, and $2\sin a\cos k=\sin(k+a)-\sin(k-a)$, so a sum of $\cos k$ over consecutive momenta telescopes.

With antiperiodic boundaries the filled momenta run from $-(N-1)a$ to $(N-1)a$:

$$2\sin a\sum\cos k=\sin(Na)-\sin(-Na)=2\sin(Na),\qquad E_{\rm anti}=-2t\,\frac{\sin(Na)}{\sin a} .$$

With periodic boundaries they can run from $-(N-2)a$ to $Na$:

$$2\sin a\sum\cos k=\sin[(N+1)a]+\sin[(N-1)a]=2\sin(Na)\cos a,$$

so $E_{\rm per}=-2t\sin(Na)\cos a/\sin a$. Using $(1-\cos a)/\sin a=\tan(a/2)$, the difference is

$$\Delta E=E_{\rm per}-E_{\rm anti}=2t\sin\frac{\pi N}{L}\,\tan\frac{\pi}{2L} .$$

The mirror-image filling has the same energy, so the periodic ground state is twofold degenerate, while the antiperiodic one is unique. For $\beta\to\infty$ at fixed $L$,

$$\langle s\rangle\to2e^{-\beta\Delta E}.$$

At fixed density and large $L$, $\Delta E\approx(\pi t/L)\sin(\pi N/L)$. The exponent is then governed by $\beta/L$: cooling a given ring makes the sign worse, but the energy cost falls as the ring grows. For half filling, $N=L/2$, the computed values are:

| $L$ | $\Delta E/t$ | $\langle s\rangle$, $\beta t=4$ | $\langle s\rangle$, $\beta t=L$ |
|---|---|---|---|
| 4 | 0.8284 | 0.073 | 0.0728 |
| 8 | 0.3978 | 0.407 | 0.0830 |
| 16 | 0.1970 | 0.842 | 0.0856 |
| 32 | 0.0983 | 0.993 | 0.0862 |

In the last column the low-temperature law agrees within the tested relative tolerance of $0.2\%$. This agreement depends on the filling: at $N/L=1/16$ and $\beta t=L$ the law would give $2e^{-\pi\sin(\pi/16)}\approx1.08$, more than any average sign can be, so there $\beta t=L$ is not yet low temperature. At fixed temperature the sign recovers with size. Since $s=-1$ for odd $W$, $\langle s\rangle=1-2P_{\rm odd}$, where $P_{\rm odd}$ is the probability of odd winding in the positive ensemble. For $L=32$ this gives $P_{\rm odd}=(1-0.9929)/2\approx0.0035$: odd windings have become rare. This recovery is a numerical finding for these free rings, not a theorem for every interaction.

### When the argument fails

The argument needs hops that cannot pass a particle. Add second-neighbour hopping $-t_2(c_{j+2}^\dagger c_j+\text{h.c.})$ to an open four-site chain with two particles. Consider two closed histories:

- With one particle resting on site 4, the other goes $1\to2\to3\to1$. The last hop passes an empty site, and the hop product is $t^2t_2$.
- With both particles on sites 1 to 3, the occupations go $(1,2)\to(1,3)\to(2,3)\to(1,2)$. The last hop carries a particle from 3 to 1 past the one on site 2, and the product is $-t^2t_2$.

One of the two is negative for either sign of $t_2$. For $t_2>0$ it is the second, through the passing. For $t_2<0$ it is the first, which passes nobody: its sign comes from the three-hop loop and is present for a single particle as well. At $\beta t=3$ the average sign drops from $1$ to $0.272$ for both $t_2=0.5t$ and $t_2=-0.5t$. The two values agree because $c_j\to(-1)^jc_j^\dagger$ keeps $t$, reverses $t_2$, and maps two particles on four sites to two holes, again two particles. The absolute weights depend only on $|t_2|$.

Spin adds no obstacle if each species hops between neighbours by itself and all other terms are diagonal in the occupations. The mere absence of spin flips is not enough: a pair-hopping term $J(c^\dagger_{j+1\uparrow}c^\dagger_{j+1\downarrow}c_{j\downarrow}c_{j\uparrow}+\text{h.c.})$ followed by two single hops back gives the product $-Jt^2$, negative for $J>0$ even on an open chain. Order all up creators before all down creators. A hop operator of one species is a product of two fermion operators and passes the other species without a sign, so for periodic boundaries the total sign is

$$(-1)^{(N_\uparrow-1)W_\uparrow+(N_\downarrow-1)W_\downarrow}.$$

The boundary condition of each species must match the parity of its own particle number, so the two conditions differ when the parities differ. For a four-site Hubbard ring with $N_\uparrow=2$, $N_\downarrow=1$, on-site repulsion $U=4t$ and $\beta t=3$, the average sign is $0.246$ with both species periodic and $0.484$ with both antiperiodic. It is $1$ when the up species is antiperiodic and the down species periodic, as the two parities require.

## Table of computed values

```
Closed 8-hop histories, ring L=4, N=2 (counts):
  W=-2  permutation sign +1  count 64
  W=-1  permutation sign -1  count 1792
  W=+0  permutation sign +1  count 4480
  W=+1  permutation sign -1  count 1792
  W=+2  permutation sign +1  count 64
  signed sum = operator trace = 1024
Open L=5, N=3, 8 hops: 6372 closed, all identity
Open L=6, free pair on sites 3,4 returning, beta t = 1.5:
  direct 23.603033, exchange 15.558497
  difference 8.044537, non-colliding 8.044537
Triangle L=3, N=2, beta t = 1:
  B_0, B_1, B_2 = 6.838756, 0.638220, 0.004801
  Z periodic 5.571899, Z antiperiodic 8.124815
  average sign, periodic 0.685788
Ring L=6, V = 1 t, beta t = 3:
  N=2: B_0, B_1, B_2 = 16486.5, 2753.06, 21.9277
    Z periodic 11024.2353, antiperiodic 22036.5540
    average sign periodic 0.500270, antiperiodic 1.000000
    ground energy periodic -2.867816 t, antiperiodic -3.328031 t
  N=3: B_0, B_1, B_2 = 11663.3, 2429.25, 32.8833
    Z periodic 16587.7207, antiperiodic 6870.5044
    average sign periodic 1.000000, antiperiodic 0.414192
    ground energy periodic -3.236068 t, antiperiodic -2.713104 t
Free periodic rings, N = L/2 (even); energy cost in t:
  L= 4: cost 0.828427; sign at beta t=4: 0.072783; at beta t=L: 0.072783 (limit law 0.072762)
  L= 8: cost 0.397825; sign at beta t=4: 0.406664; at beta t=L: 0.082956 (limit law 0.082956)
  L=16: cost 0.196983; sign at beta t=4: 0.841670; at beta t=L: 0.085556 (limit law 0.085557)
  L=32: cost 0.098254; sign at beta t=4: 0.992940; at beta t=L: 0.086209 (limit law 0.086210)
Open L=4, N=2, beta t = 3, second-neighbour hopping t2:
  t2 = +0.0 t: average sign 1.000000
  t2 = +0.5 t: average sign 0.271877
  t2 = -0.5 t: average sign 0.271877
Hubbard ring L=4, N_up=2, N_down=1, U = 4 t, beta t = 3:
  both periodic: average sign 0.245811
  both antiperiodic: average sign 0.483597
  up antiperiodic, down periodic: average sign 1.000000
```
